Exchange fraction of a dielectric-dependent hybrid from long-range screened exchange, part 2

A global hybrid functional multiplies exact exchange by a fixed number α. The problem is to choose α so that the hybrid reproduces static screened exchange at long range in a cubic insulator, and to see what this choice means for band alignment. The crystal is spin-unpolarized and symmetric under time reversal, with a gap and fixed nuclei.

Hartree atomic units are used. The one-spin density matrix is γ(r,r'), R = |r−r'|, and the bare interaction is v = 1/R. W is the screened interaction at zero frequency in the random-phase approximation. Bare exchange is Σ_x = −γv and screened exchange is Σ_SEX = −γW. The static self-energy is

Σ(r,r') = −γ(r,r') W(r,r') + ½ δ(r−r') W_c(r,r),  W_c = W − v,   (1)

where the second term is the local Coulomb hole.

The transferred wave vector is q, with q̂ = q/q, and G, G' are reciprocal lattice vectors. The inverse dielectric function [ε̃⁻¹]_00 is the ratio of W_00(q) to 4π/q². It tends to 1/ε∞ as q → 0, where ε∞ is the macroscopic electronic permittivity with local fields included.

The theorem has three parts:

(a) W/v → 1/ε∞ as R → ∞.

(b) For an occupied state the exchange integrand over q has the pole 4π/(ε∞q²), against 4π/q² for bare exchange. For an empty state both poles are absent.

(c) A global hybrid with exchange fraction α has the same long-range nonlocal part as Σ_SEX if and only if α = 1/ε∞.

Parts (a) and (b) are proved. Transfers with q < q_c open the gap by

δE_g = 2q_c/(πε∞) + O(q_c³).   (9)

Lemma 3 used the angular average sin(qR)/(qR) of exp(iq·R).

The hybrid is

E_xc = α E_x^exact + (1−α) E_x^sl + E_c^sl,   (10)

with sl marking semilocal terms. By Lemma 5 its one-electron operator is αΣ_x plus terms that vanish for r ≠ r'.

The model crystal is simple cubic with a = 12 bohr, b = 2π/a and potential −V₁(cos bx + cos by + cos bz), V₁ = 0.060 hartree. Two electrons per cell fill the lowest band. With 27 vectors G, ε∞ = 2.809 and 1/ε∞ = 0.356.

**Proof of part (c).** At r ≠ r' the hybrid has the kernel −αγ/R, and the static self-energy has −γW. By part (a) the ratio of the factors that multiply γ, namely W divided by α/R, tends to 1/(αε∞). This limit is 1 if and only if

α = 1/ε∞.   (11)

In matrix elements of occupied states the same condition reads α·4π/q² = 4π/(ε∞q²). For empty states both sides lack a pole. ∎

*Remark 3 (the weight 1−α).* Let semilocal exchange enter with an undetermined weight β. For a uniform electron gas, a functional built on the local density approximation has E_x^sl = E_x^exact. The hybrid then gives (α+β)E_x^exact, and the full exchange energy is kept if β = 1−α. This condition is separate from (11). The long-range argument fixes α and says nothing about β.

*Remark 4 (fixed and range-separated fractions).* The fraction ¼ of PBE0 satisfies (11) for a material with ε∞ = 4. With a smaller permittivity its long-range exchange is too weak, and with a larger one too strong.

A screened hybrid that applies exact exchange to erfc(ωR)/R alone, as HSE does, has the reciprocal-space interaction (4π/q²)[1 − exp(−q²/4ω²)]. Expanding the exponential gives the finite limit π/ω² at q = 0. There is no pole, so for finite ε∞ such a functional cannot satisfy the long-range condition, whatever its fraction. It may still give a good gap by other means, since the gap also depends on shorter wavelengths.

*Remark 5 (self-consistency).* The permittivity depends on the orbitals and energies, and these depend on α. Write f(α) = 1/ε∞(α). Condition (11) becomes α = f(α).

If the crystal keeps its gap for all α from 0 to 1 and ε∞ varies continuously, a solution exists. In the random-phase approximation ε∞ is finite and at least 1, so f(0) > 0 and f(1) ≤ 1. The continuous function f(α) − α is thus positive at α = 0 and not positive at α = 1, and it vanishes somewhere between. Repeated substitution converges from a nearby start if |f'(α)| < 1 at the solution. Neither this inequality nor uniqueness follows from the theorem.

**Where the match fails**

*Short wavelengths.* In the model crystal the inverse dielectric function [ε̃⁻¹]_00 along a cube axis is 0.415 at q = 0.25b, 0.535 at 0.50b, 0.650 at 0.75b and 0.889 at 1.50b. The fraction α stays at 0.356. At half a reciprocal lattice vector the actual factor is already 0.535/0.356 = 1.50 times α. A global hybrid therefore gives this element of the screened interaction too little weight at short wavelengths. The exchange matrix element of a given state also contains the local-field elements, with G or G' nonzero, so the sign of the hybrid's error for that state does not follow from these numbers alone.

*Anisotropy.* In a crystal of lower symmetry the pole is 4π/(q·ε·q), with ε the permittivity tensor. Matching α·4π/q² would require α = 1/(q̂·ε·q̂) for every direction q̂. No single number does this unless the tensor is isotropic. An averaged permittivity is then a compromise outside the theorem.

*Metals.* Without a gap the energy denominators in the permittivity can vanish. As the permittivity grows without bound, (11) tends to α = 0, but the expansion used in the proof requires a gap and does not cover the metal itself.

*Moving nuclei.* The dielectric constant that gives a high-k film its name includes the displacement of ions in a static field. In a stable polar lattice this displacement adds to the electronic polarization, so the full static permittivity exceeds ε∞, and its inverse would make α too small for (11). The self-energy treated here has fixed nuclei. The effect of lattice motion on band energies is a separate electron-phonon contribution.

**Proposition 1 (what the semilocal part must carry).** Let a homogeneous model medium have

ε⁻¹(q) = 1 − (1 − 1/ε∞) exp(−q²/4μ²).   (12)

Its screened interaction is

W(R) = 1/(ε∞R) + (1 − 1/ε∞) erfc(μR)/R.   (13)

*Proof.* The angular integration used in Lemma 3 gives

W(R) = [2/(πR)] ∫₀^∞ dq [sin(qR)/q] ε⁻¹(q).

The constant 1 in (12) gives 1/R. For the Gaussian term define

I(R) = ∫₀^∞ dq [sin(qR)/q] exp(−q²/4μ²).

Then I(0) = 0, and differentiation under the integral gives

I'(R) = ∫₀^∞ dq cos(qR) exp(−q²/4μ²) = √π μ exp(−μ²R²).

Integrating from 0 to R gives I(R) = (π/2) erf(μR). Therefore

W(R) = [1 − (1 − 1/ε∞) erf(μR)]/R,

and erf = 1 − erfc turns this into (13). ∎

With 1/ε∞ = 0.356 and the round value μ = 0.50 bohr⁻¹, the product R·W is 0.665 at 1 bohr, 0.457 at 2 bohr, 0.359 at 4 bohr and 0.356 at 8 bohr. At 4 bohr it exceeds its limit by 0.003, or 0.8% of the limit. In this medium the long-range form is reached within a few times 1/μ. The value of μ is not fitted to the model crystal: at q = 0.50b, (12) gives 0.40 against 0.535 in the crystal, which corresponds to a smaller μ and a longer range.

The choice α = 1/ε∞ gives the second term of (13) the weight 1−α. The part of screened exchange that αΣ_x leaves out is

−(1−α) γ(r,r') erfc(μR)/R,

which is short-range exchange with the same weight that semilocal exchange has in (10). If γ and the orbital acted on both change little over the distance 1/μ, this kernel acts as a local potential −½n(r)K. Here n is the total density, γ(r,r) = ½n(r), and

K = (1−α)·4π ∫₀^∞ dR R erfc(μR) = (1−α) π/μ².   (14)

The integral follows by parts. With x = μR,

∫₀^∞ dx x erfc(x) = (1/√π) ∫₀^∞ dx x² exp(−x²) = (1/√π)(√π/4) = ¼.

For the numbers above, K = 0.644 × π/0.25 = 8.09 hartree bohr³. The argument explains why a local term can stand in for the remainder when γ and the orbitals are smooth on this scale. At valence densities of real solids this condition is poorly met. For a uniform gas with Fermi wave vector k_F, the kernel acting on the state k = 0 gives −(1−α)(2/π)[k_F − √π μ erf(k_F/2μ)]. At the valence density of silicon, n = 0.0296 bohr⁻³ and k_F = 0.957 bohr⁻¹, this is −0.093 hartree against −½nK = −0.120 hartree, and the mismatch is larger at the Fermi surface. It does not show that a particular semilocal functional has the right strength, since semilocal exchange is designed for the full interaction and not for erfc(μR)/R.

**Proposition 2 (Coulomb hole).** In the medium (12) the Coulomb hole shifts every level by

E_COH = −(1 − 1/ε∞) μ/√π.   (15)

*Proof.* The induced interaction is W − v = −(1 − 1/ε∞) erf(μR)/R. For small R, erf(μR) → 2μR/√π, so its value at R = 0 is −(1 − 1/ε∞)·2μ/√π. Half of this is (15). ∎

In a crystal, local fields make W_c(r,r) vary within the cell, so the Coulomb hole depends on where a state has its weight and can change the gap by a sizeable amount. In the homogeneous medium (12) the shift is the same for occupied and empty states and does not change the gap. Between two materials it can differ, and then it changes the alignment of the bands. Take permittivities 12 and 4 with the common value μ = 0.50 bohr⁻¹, for which μ/√π = 0.2821 bohr⁻¹. Then

E_COH(12) = −(11/12) × 0.2821 = −0.2586 hartree,

E_COH(4) = −(3/4) × 0.2821 = −0.2116 hartree.

The step is 0.0470 hartree, or 1.28 eV. It is proportional to μ and changes further if the two media have different μ, so it indicates a size and does not predict the error of a functional. Semilocal exchange and correlation supply some part of it. Still, the example shows that a correct long-range fraction, and even a correct gap on both sides, does not guarantee a correct band offset.

**Proposition 3 (screening at a junction).** Let medium 1 fill z < 0 and medium 2 fill z > 0, with permittivities ε₁ and ε₂. For two charges at the same depth d in medium 1 and in-plane wave vector k, the ratio of the screened to the bare interaction is

S(k,d) = (1/ε₁)[1 + ρ exp(−2kd)],  ρ = (ε₁ − ε₂)/(ε₁ + ε₂).   (16)

*Proof.* A unit charge at z = −d produces the in-plane Fourier component φ(z), which obeys

−(εφ')' + εk²φ = 4πδ(z + d).

Without media the solution is (2π/k) exp(−k|z+d|), since its slope jumps by −4π at the charge. With the junction, write

φ = [2π/(ε₁k)] [exp(−k|z+d|) + ρ exp(k(z−d))] for z < 0,

φ = [2π/(ε₁k)] τ exp(−k(z+d)) for z > 0.

Continuity of φ at z = 0 requires 1 + ρ = τ. Continuity of εφ' requires ε₁(1 − ρ) = ε₂τ. Eliminating τ gives ε₁ − ε₂ = ρ(ε₁ + ε₂), which is the stated ρ. Setting z = −d and dividing by 2π/k gives (16). ∎

Deep in medium 1, where kd ≫ 1, S = 1/ε₁. By symmetry it is 1/ε₂ deep in medium 2. At the boundary, where kd → 0,

S = (1 + ρ)/ε₁ = 2/(ε₁ + ε₂).   (17)

For permittivities 12 and 4 these values are 1/12 = 0.0833, 1/4 = 0.25 and 2/16 = 0.125. The Poisson equation was also solved numerically for a gradual boundary with a width parameter of 1 bohr, at k = 0.001 bohr⁻¹. It gives 0.0833, 0.2500 and 0.1250. At a wavelength much longer than its width, the gradual boundary acts as a sharp one.

One exchange fraction for the whole junction cannot reproduce both bulk limits. The boundary value 0.125 would be 50% too large for the first medium, relative to 0.0833, and 50% too small for the second, relative to 0.25. By (9), the long-wavelength part of the gap opening would be wrong by the same percentages, with opposite signs on the two sides.

*Remark 6 (approach to the bulk).* In real space the second term of (16) is an image charge ρ at distance 2d. Let d be much larger than the decay length of γ. The image potential ρ/(2ε₁d) is then nearly constant over the pairs of points that matter. In −γW it lowers occupied levels by ρ/(2ε₁d) and leaves empty levels unchanged, because γ projects on the occupied states. The Coulomb hole adds half the image potential, ρ/(4ε₁d), to all levels. The sums are

occupied: −ρ/(4ε₁d),  empty: +ρ/(4ε₁d).

Near a medium of lower permittivity ρ is positive, and the gap widens by ρ/(2ε₁d). The correction decays as 1/d, so bulk band edges are approached slowly. A global hybrid does not contain it, because its interaction α/R knows nothing of the boundary.

**Use in band alignment**

Band offsets between thick layers refer to d → ∞ on both sides, where each material has its own α = 1/ε∞. For material X, let E_v^X be the valence edge and U^X the average electrostatic potential energy of an electron (called the average potential below), both from a bulk calculation with α_X. Let ΔU be the difference of average potentials, B minus A, between the bulk-like regions of a junction calculation. On the common energy scale the edge of X lies at E_v^X − U^X plus the average potential of its region. Subtracting A from B gives

ΔE_v = (E_v^B − U^B) − (E_v^A − U^A) + ΔU,   (18)

ΔE_c = ΔE_v + E_g^B − E_g^A.   (19)

The definition of the average potential, including any pseudopotentials, must be the same in the bulk and junction calculations. The junction calculation itself has to use some single functional. It enters through the charge density that determines ΔU, and the sensitivity of ΔU to the chosen fraction must be checked for the interface at hand.

Equation (11) controls one ingredient of (18) and (19), the long-range exchange that lowers occupied states relative to empty ones. The Coulomb-hole step and the short-range remainder enter through the semilocal terms, whose accuracy must be judged separately, for instance against a calculation with the full self-energy. The computed values on which both halves rely are listed in the numerical output below.

Computed results

```
lattice constant: 12.0 bohr
potential amplitude V1: 0.060 hartree
indirect band gap of model crystal: 0.03225 hartree
permittivity without local fields: 3.8368
permittivity with local fields, 27 G: 2.8093
permittivity with local fields, 125 G: 2.7816
exchange fraction alpha = 1/eps (27 G): 0.35596
small wave vector q: 0.0010 1/bohr
screened/bare exchange integrand, q along 100: 0.35596
screened/bare exchange integrand, q along 111: 0.35596
conduction q^2*integrand/(4 pi), 111: 9.26e-06
sphere radius q_c: 0.020 1/bohr
gap opening, bare, quadrature: 0.012678 hartree
gap opening, bare, formula: 0.012732 hartree
gap opening, screened, quadrature: 0.004530 hartree
gap opening, screened, formula: 0.004532 hartree
gap opening, screened, quadrature: 0.1233 eV
inverse dielectric function at q = 0.25 b: 0.4150
inverse dielectric function at q = 0.50 b: 0.5354
inverse dielectric function at q = 0.75 b: 0.6496
inverse dielectric function at q = 1.50 b: 0.8885
model screening parameter mu: 0.50 1/bohr
R*W(R) at R = 1 bohr: 0.66478
R*W(R) at R = 2 bohr: 0.45726
R*W(R) at R = 4 bohr: 0.35897
R*W(R) at R = 8 bohr: 0.35596
contact weight of short-range part: 8.0933 hartree bohr^3
junction permittivities: 12 and 4
Coulomb hole, left medium: -0.25859 hartree
Coulomb hole, right medium: -0.21157 hartree
Coulomb-hole step, right minus left: 0.04702 hartree
Coulomb-hole step, right minus left: 1.279 eV
boundary width parameter: 1.0 bohr
in-plane wave vector: 0.0010 1/bohr
W/v deep in left medium: 0.08334
W/v at the boundary: 0.12501
W/v deep in right medium: 0.24999
```
